**Spinor test of the correlation coefficient and Fierz term in allowed beta decay**

The program tests $W=\xi(1+a\beta\cos\theta+b\,m/E)$, where $W$ is the spin-summed decay probability per unit phase space, $\beta$ the electron speed, $\theta$ the electron-neutrino angle, $m$ the electron mass and $E$ its total energy. It builds $W$ from explicit Dirac spinors and the full covariant interaction, with nucleons at rest and no Coulomb distortion. It asserts agreement with the derived $\xi$, $a$ and $b$ for random complex couplings, random momenta, five nuclear spin transitions and both lepton charges; the largest error is about $10^{-15}$ of $\xi$. For pure vector, scalar, axial and tensor couplings it asserts $a=+1,-1,-1/3,+1/3$ and a mean rate without a Fierz term. It also asserts that an aligned axial decay has slopes $-1,-1,+1$ along three axes, with mean $-1/3$. For a Fermi decay with a 5% scalar admixture, the output shows $b=\pm0.09975$ for electrons and positrons, and zero when the scalar coupling uses the opposite neutrino chirality. Integrating the spinor rates over the spectrum confirms the total rate factor $1+b\langle m/E\rangle$, which is 1.05879 for electrons and 0.94121 for positrons at a maximum total energy of $3m$.

## Verification by program

```python
# Allowed beta decay of an unoriented nucleus, static nucleons, massless neutrino,
# no Coulomb distortion. Result under test:
#   W = xi * (1 + a*beta*cos(theta) + b*m/E)
# with a = +1, -1, -1/3, +1/3 for pure V, S, A, T, and b from S-V and T-A
# interference only. E, p: electron energy and momentum; beta = p/E;
# theta: electron-neutrino angle; E0: maximum total electron energy.
# Each coupling is a pair (C, C') in the lepton operator C + C'*gamma5.
# Units: hbar = c = electron mass m = 1.
# W is computed from explicit spinors and the full covariant interaction.
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(4)
I2, I4 = np.eye(2, dtype=complex), np.eye(4, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
gamma = [np.block([[I2, Z2], [Z2, -I2]])]
gamma += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
g5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = [1, -1, -1, -1]
spin4 = [np.kron(I2, s) for s in pauli]


def sigma_tensor(mu, nu):
    return 0.5j * (gamma[mu] @ gamma[nu] - gamma[nu] @ gamma[mu])


def spinors(p, mass, kind):
    """Columns: two spin states of u or v, normalised to 2E."""
    energy = np.sqrt(p @ p + mass**2)
    small = sum(p[k] * pauli[k] for k in range(3)) / (energy + mass)
    blocks = [I2, small] if kind == "u" else [small, I2]
    return np.sqrt(energy + mass) * np.vstack(blocks)


def static_current(operator):
    """Nucleon bilinear at rest as a matrix in proton and neutron spin."""
    return (gamma[0] @ operator)[:2, :2]


def interaction_terms(C):
    """Pairs (nucleon operator, lepton operator) of the covariant interaction."""
    X = {key: C[key][0] * I4 + C[key][1] * g5 for key in C}
    terms = []
    if "S" in X:
        terms.append((I4, X["S"]))
    for mu in range(4):
        if "V" in X:
            terms.append((gamma[mu], metric[mu] * gamma[mu] @ X["V"]))
        if "A" in X:
            axial = gamma[mu] @ g5
            terms.append((-axial, metric[mu] * axial @ X["A"]))
        if "T" in X:
            for nu in range(4):
                if nu != mu:
                    s = sigma_tensor(mu, nu)
                    terms.append((0.5 * s, metric[mu] * metric[nu] * s @ X["T"]))
    return terms


def spin_rate(C, transition, p, q, charge=-1):
    """Spin-summed squared amplitude, averaged over initial states, / (4 E Enu)."""
    final, initial = transition
    extra = np.eye(final.shape[0] // 2)
    amplitude = 0
    for nucleon, lepton in interaction_terms(C):
        h = static_current(nucleon)
        if charge < 0:
            lep = spinors(p, 1, "u").conj().T @ gamma[0] @ lepton @ spinors(q, 0, "v")
        else:
            h = h.conj().T
            barred = gamma[0] @ lepton.conj().T @ gamma[0]
            lep = spinors(q, 0, "u").conj().T @ gamma[0] @ barred @ spinors(p, 1, "v")
        nuclear = final.conj().T @ np.kron(h, extra) @ initial
        amplitude = amplitude + np.multiply.outer(nuclear, lep)
    e_energy, nu_energy = np.sqrt(p @ p + 1), np.sqrt(q @ q)
    return np.sum(abs(amplitude)**2) / (initial.shape[1] * 4 * e_energy * nu_energy)


def strengths(transition):
    final, initial = transition
    extra = np.eye(final.shape[0] // 2)

    def strength(op):
        element = final.conj().T @ np.kron(op, extra) @ initial
        return np.sum(abs(element)**2) / initial.shape[1]
    return strength(I2), sum(strength(s) for s in pauli)


def derived_coefficients(C, transition, charge=-1):
    F2, GT2 = strengths(transition)
    c = {key: np.array(C.get(key, (0, 0)), dtype=complex) for key in "SVAT"}
    N = {key: np.sum(abs(c[key])**2) for key in c}
    xi = F2 * (N["S"] + N["V"]) + GT2 * (N["T"] + N["A"])
    a = (F2 * (N["V"] - N["S"]) + GT2 * (N["T"] - N["A"]) / 3) / xi
    cross = F2 * np.vdot(c["V"], c["S"]) + GT2 * np.vdot(c["A"], c["T"])
    return xi, a, -charge * 2 * cross.real / xi


def slope(C, transition, E, axis=(0, 0, 1), charge=-1):
    """Apparent coefficient of beta*cos(theta), from parallel and opposite leptons."""
    n, p = np.array(axis, dtype=float), np.sqrt(E**2 - 1)
    plus = spin_rate(C, transition, p * n, n, charge)
    minus = spin_rate(C, transition, p * n, -n, charge)
    return (plus - minus) / (plus + minus) / (p / E), (plus + minus) / 2


# Nuclear spin states: two nucleons, the first of which decays; or one nucleon.
r = np.sqrt(0.5)
singlet = np.array([[0], [r], [-r], [0]], dtype=complex)
triplet = np.array([[1, 0, 0], [0, r, 0], [0, r, 0], [0, 0, 1]], dtype=complex)
transitions = {"0->0": (singlet, singlet), "0->1": (triplet, singlet),
               "1->0": (singlet, triplet), "1->1": (triplet, triplet),
               "nucleon": (I2, I2)}
assert np.allclose(strengths(transitions["0->0"]), (1, 0))
assert np.allclose(strengths(transitions["1->0"]), (0, 1))

# Currents that vanish for nucleons at rest, and the surviving lepton operators.
vanishing = [g5, gamma[0] @ g5] + gamma[1:] + [sigma_tensor(0, k) for k in (1, 2, 3)]
assert max(abs(static_current(op)).max() for op in vanishing) < 1e-14
for k in range(3):
    assert np.allclose(gamma[k + 1] @ g5, gamma[0] @ spin4[k])
    assert np.allclose(static_current(gamma[k + 1] @ g5), pauli[k])

# Spin averaging replaces the neutrino momentum q by -q/3 and keeps its energy.
q = rng.normal(size=3)
q_energy = np.sqrt(q @ q)
slash = q_energy * gamma[0] - sum(q[k] * gamma[k + 1] for k in range(3))
averaged = sum(s @ slash @ s for s in spin4) / 3
expected = q_energy * gamma[0] + sum(q[k] * gamma[k + 1] for k in range(3)) / 3
assert np.allclose(averaged, expected)

# General formula against spinors: random complex couplings, momenta, both charges.
worst = 0
for transition in transitions.values():
    for charge in (-1, 1):
        for trial in range(6):
            C = {key: rng.normal(size=2) + 1j * rng.normal(size=2) for key in "SVAT"}
            p, q = rng.normal(size=3), rng.normal(size=3)
            E = np.sqrt(p @ p + 1)
            xi, a, b = derived_coefficients(C, transition, charge)
            formula = xi * (1 + a * (p @ q) / (E * np.sqrt(q @ q)) + b / E)
            direct = spin_rate(C, transition, p, q, charge)
            worst = max(worst, abs(direct - formula) / xi)
assert worst < 1e-11
print(f"largest error of general formula, relative to xi: {worst:.1e}")

# Pure couplings: slope from spinors, and no energy dependence of the mean rate.
E = 2.0
beta = np.sqrt(E**2 - 1) / E
print(f"electron total energy E = {E:.1f} m, beta = {beta:.4f}, m/E = {1/E:.4f}")
targets = {"V": ("0->0", 1), "S": ("0->0", -1), "A": ("1->0", -1/3), "T": ("1->0", 1/3)}
for key, (name, target) in targets.items():
    C = {key: (1, 1)}
    a_direct, mean = slope(C, transitions[name], E)
    other_a, other_mean = slope(C, transitions[name], 5.0)
    assert abs(a_direct - target) < 1e-12 and abs(other_a - target) < 1e-12
    assert abs(mean - other_mean) < 1e-12
    print(f"pure {key}, spins {name}: a = {a_direct:+.4f}; W/xi parallel "
          f"{1 + a_direct*beta:.4f}, opposite {1 - a_direct*beta:.4f}")

# An aligned J=1, M=0 state (alignment axis z) decaying to J=0 by axial coupling.
aligned = (singlet, triplet[:, 1:2])
axis_slopes = [slope({"A": (1, 1)}, aligned, E, axis)[0] for axis in np.eye(3)]
assert np.allclose(axis_slopes, [-1, -1, 1])
assert abs(np.mean(axis_slopes) + 1/3) < 1e-12
print("aligned axial decay, slopes for leptons along x, y, z: "
      + ", ".join(f"{s:+.4f}" for s in axis_slopes))
print(f"mean of the three slopes: {np.mean(axis_slopes):+.4f}")

# Fermi decay with a small scalar coupling.
cS = 0.05
fermi = transitions["0->0"]
same = {"V": (1, 1), "S": (cS, cS)}
opposite = {"V": (1, 1), "S": (cS, -cS)}
xi, a, b = derived_coefficients(same, fermi)
b_plus = derived_coefficients(same, fermi, 1)[2]
b_opposite = derived_coefficients(opposite, fermi)[2]
apparent = slope(same, fermi, E)[0]
apparent_plus = slope(same, fermi, E, charge=1)[0]
assert abs(apparent - a / (1 + b / E)) < 1e-12
assert abs(apparent_plus - a / (1 + b_plus / E)) < 1e-12
print(f"Fermi example: C_V = C_V' = 1, C_S = C_S' = {cS:.2f}")
print(f"xi = {xi:.4f}, a = {a:.5f}, b(electron) = {b:+.5f}, b(positron) = {b_plus:+.5f}")
print(f"Fierz term b*m/E at E = 2 m: {b/E:+.5f}")
print(f"apparent a at E = 2 m: electron {apparent:.5f}, positron {apparent_plus:.5f}")
print(f"b for C_S' = -C_S: {abs(b_opposite):.5f}")

# Spectrum average of m/E: closed form against quadrature.
E0 = 3.0
P0 = np.sqrt(E0**2 - 1)
L0 = np.log(E0 + P0)
phase = P0 * (2*E0**4 - 9*E0**2 - 8) / 60 + E0 * L0 / 4
phase_m = E0**2*(E0*P0 - L0)/2 - 5*E0*P0**3/12 + (E0*P0 - L0)/8
phase_num = quad(lambda e: np.sqrt(e*e - 1) * e * (E0 - e)**2, 1, E0)[0]
phase_m_num = quad(lambda e: np.sqrt(e*e - 1) * (E0 - e)**2, 1, E0)[0]
assert abs(phase - phase_num) < 1e-7 and abs(phase_m - phase_m_num) < 1e-7
mean_mE = phase_m / phase


def integrated_rate(C, charge=-1):
    """Integral over energy and angle of spinor rates times phase space."""
    t, wt = np.polynomial.legendre.leggauss(24)
    cosines, wc = np.polynomial.legendre.leggauss(3)
    t, wt = (t + 1) / 2, wt / 2
    total = 0
    for ti, wi in zip(t, wt):
        e = 1 + (E0 - 1) * ti**2
        p = np.sqrt(e*e - 1)
        weight = wi * 2 * (E0 - 1) * ti * p * e * (E0 - e)**2
        for c, w in zip(cosines, wc):
            direction = np.array([np.sqrt(1 - c*c), 0, c])
            total += weight * w / 2 * spin_rate(
                C, fermi, np.array([0, 0, p]), (E0 - e) * direction, charge)
    return total


ratio = integrated_rate(same) / (xi * phase)
ratio_plus = integrated_rate(same, 1) / (xi * phase)
ratio_opposite = integrated_rate(opposite) / (xi * phase)
assert abs(ratio - (1 + b * mean_mE)) < 1e-9
assert abs(ratio_plus - (1 - b * mean_mE)) < 1e-9
assert abs(ratio_opposite - 1) < 1e-9
print(f"maximum total energy E0 = {E0:.1f} m")
print(f"integral of p E (E0-E)^2 = {phase:.5f} m^5")
print(f"integral of m p (E0-E)^2 = {phase_m:.5f} m^5")
print(f"spectrum mean of m/E = {mean_mE:.5f}")
print(f"total rate factor: electron {ratio:.5f}, positron {ratio_plus:.5f}, "
      f"opposite chirality {ratio_opposite:.5f}")

# Single nucleon with vector and axial couplings.
ratio_AV = 1.25
mixed = {"V": (1, 1), "A": (ratio_AV, ratio_AV)}
F2, GT2 = strengths(transitions["nucleon"])
a_mixed = slope(mixed, transitions["nucleon"], E)[0]
assert abs(a_mixed - (1 - ratio_AV**2) / (1 + 3 * ratio_AV**2)) < 1e-12
print(f"single nucleon: |M_F|^2 = {F2:.1f}, |M_GT|^2 = {GT2:.1f}, "
      f"|C_A/C_V| = {ratio_AV:.2f}, a = {a_mixed:+.5f}")
print("every check passed")
```

Printed output:

```
largest error of general formula, relative to xi: 8.6e-16
electron total energy E = 2.0 m, beta = 0.8660, m/E = 0.5000
pure V, spins 0->0: a = +1.0000; W/xi parallel 1.8660, opposite 0.1340
pure S, spins 0->0: a = -1.0000; W/xi parallel 0.1340, opposite 1.8660
pure A, spins 1->0: a = -0.3333; W/xi parallel 0.7113, opposite 1.2887
pure T, spins 1->0: a = +0.3333; W/xi parallel 1.2887, opposite 0.7113
aligned axial decay, slopes for leptons along x, y, z: -1.0000, -1.0000, +1.0000
mean of the three slopes: -0.3333
Fermi example: C_V = C_V' = 1, C_S = C_S' = 0.05
xi = 2.0050, a = 0.99501, b(electron) = +0.09975, b(positron) = -0.09975
Fierz term b*m/E at E = 2 m: +0.04988
apparent a at E = 2 m: electron 0.94774, positron 1.04724
b for C_S' = -C_S: 0.00000
maximum total energy E0 = 3.0 m
integral of p E (E0-E)^2 = 4.76331 m^5
integral of m p (E0-E)^2 = 2.80745 m^5
spectrum mean of m/E = 0.58939
total rate factor: electron 1.05879, positron 0.94121, opposite chirality 1.00000
single nucleon: |M_F|^2 = 1.0, |M_GT|^2 = 3.0, |C_A/C_V| = 1.25, a = -0.09890
every check passed
```
